Ham reduction factors for T⊗e and linear E⊗e Jahn–Teller systems, part 2

An orbital doublet (|θ⟩, |ε⟩) of cubic symmetry E is coupled linearly, with constant V, to one harmonic e mode (Qθ, Qε) of frequency ω. We seek the reduction factors of its vibronic ground doublet: at first order, a Q-independent operator of symmetry A2 is multiplied by p and one of symmetry E by q.

Atomic units and mass-weighted coordinates are used, with energies in units of ω, (Qθ, Qε) = (x, y)/√ω and x + iy = ρ e^(iφ). Further, k = V/ω^(3/2), E_JT = V²/(2ω²) and S = E_JT/ω = k²/2. The pair (θ, ε) transforms with matrices D, a rotation by 120° for the threefold axis and diag(1, −1) for the fourfold axis z. With Pauli matrices σ,

H = (p_x² + p_y² + ρ²)/2 + k(x Uθ + y Uε),
Uθ = −σz, Uε = σx, A2 = σy,
|±⟩ = (|θ⟩ ± i|ε⟩)/√2, A2|±⟩ = ±|±⟩, τ = |−⟩⟨+|,
Uθ = −(τ + τ†), Uε = i(τ − τ†),
x Uθ + y Uε = −(x − iy)τ − (x + iy)τ† = −ρ(e^(−iφ)τ + e^(iφ)τ†),
J = L − A2/2, L = −i∂/∂φ, [H, J] = 0.

H0 is the oscillator part of H and L the vibrational momentum. The lower sheet ρ²/2 − kρ has a circular trough at ρ = k of depth S.

For comparison, the triplet problem T⊗e has K(T1) = exp(−3S/2) and three wells at radius ρ0 = V/ω², a distance d apart. Its spin–orbit coupling λ L·s (orbital L, s = 1/2) gives the splitting (3/2)λK + (3/4)λ²f_a and the centroid shift −λ²f_b/2 to second order, with ω restored in

f_a = exp(−3S) G(3S/2)/ω, f_b = exp(−3S) G(3S)/ω,
G(u) = Σ_{n≥1} uⁿ/(n·n!).

The example has ħω = 0.040 eV, E_JT = 0.060 eV, M = 20 u and λ = 0.010 eV, so the oscillator length is ℓ = √(ħ/Mω) = 0.07229 Å and the trough radius 0.12520 Å.

### The ground level has j = ±1/2

A state with J = j = m + 1/2 has the form

Ψ = (2π)^(−1/2)[ |−⟩ f(ρ) e^(imφ) + |+⟩ g(ρ) e^(i(m+1)φ) ],

and HΨ = EΨ gives

h_m f − kρ g = E f,
h_(m+1) g − kρ f = E g,
h_m = −(1/2ρ) d/dρ(ρ d/dρ) + m²/(2ρ²) + ρ²/2,

with the measure ρ dρ. H is real in the basis (θ, ε), and complex conjugation exchanges |+⟩ with |−⟩ and reverses m, so it maps j to −j at the same energy. It is enough to treat m ≥ 0.

Let E(m) be the lowest energy of sector m. Take the lowest normalized pair (f, g) of sector m + 1 as a trial pair in sector m. The centrifugal numerators fall from (m + 1)² to m² and from (m + 2)² to (m + 1)², and nothing else changes:

E(m) ≤ E(m + 1) − ∫ [(2m + 1)f² + (2m + 3)g²]/(2ρ²) ρ dρ < E(m + 1).

The lowest sector is m = 0. Its radial functions are written f0 and f1, with f0 finite and f1 ∝ ρ at the origin.

Take k > 0. The energy functional contains the coupling as −2k∫ρ f0 f1 ρ dρ. Replacing (f0, f1) by (|f0|, |f1|) leaves the other terms unchanged and cannot raise this one, so the pair of moduli of a lowest state is also a lowest state and solves the radial equations. Suppose a nonnegative solution has f0 = 0 at some ρ* > 0. That point is a minimum, so f0′ = 0 and f0″ ≥ 0, and the first equation reads −f0″/2 = kρ* f1 ≥ 0. This forces f1(ρ*) = 0 and hence f1′(ρ*) = 0, and the uniqueness theorem for the linear system makes both functions vanish everywhere. The same argument applies with the roles exchanged. So neither function has a zero at ρ > 0, and the two have the same sign, since the opposite sign would raise the coupling term. Two such pairs cannot be orthogonal, so the level is simple within its sector. The ground level is the doublet j = ±1/2 with f0, f1 > 0. At k = 0 it is the bare doublet times the vacuum, and it stays separated from the other levels at any finite k, so it keeps E symmetry.

### The factors p and q

The two ground states are

Ψ = (2π)^(−1/2)[ |−⟩ f0 + |+⟩ f1 e^(iφ) ],
Ψ* = (2π)^(−1/2)[ |+⟩ f0 + |−⟩ f1 e^(−iφ) ],

and they correspond to the bare states |−⟩ and |+⟩. Put a² = ∫f0² ρ dρ and b² = ∫f1² ρ dρ, with a² + b² = 1. The bare element is ⟨−|A2|−⟩ = −1 and the vibronic one is ⟨Ψ|A2|Ψ⟩ = −a² + b², so

p = a² − b² = 2a² − 1.

The E operators are combinations of τ and τ†. The bare elements between ⟨−| and |+⟩ are 1 for τ and 0 for τ†. The operator τ picks the |+⟩ part of Ψ* and τ† its |−⟩ part:

⟨Ψ|τ|Ψ*⟩ = ∫ f0·f0 ρ dρ = a²,
⟨Ψ|τ†|Ψ*⟩ = b² (1/2π)∫ e^(−2iφ) dφ = 0.

The diagonal element ⟨Ψ|τ|Ψ⟩ contains ∫e^(iφ)dφ and vanishes too. The projected τ is a² times the bare τ, so q = a², and eliminating a²,

q = (1 + p)/2.

The step that matters is that the function multiplying |−⟩ in Ψ and the function multiplying |+⟩ in Ψ* are the same function f0(ρ). Its norm fixes p and its overlap with itself fixes q.

The sign of p comes from the difference u = f0 − f1. With h1 = h0 + 1/(2ρ²), the first radial equation minus the second is

(h0 + kρ − E) u = f1/(2ρ²).

The source behaves as 1/ρ at the origin and is integrable with ρ dρ. The operator B = h0 + kρ − E is positive: h0 ≥ 1, and E < 1 because |−⟩ times the vacuum has energy 1 and is not an eigenstate. Let u₋ = max(−u, 0). Multiply the equation by u₋ and integrate by parts; the boundary term ρ u₋ u′ vanishes at both ends. Where u₋ ≠ 0, u = −u₋, so the left side is −⟨u₋|B|u₋⟩, which is negative unless u₋ = 0, while the right side is nonnegative. Hence u ≥ 0. A zero of u at ρ > 0 would be a minimum with −u″/2 = f1/(2ρ²) > 0, which is impossible. Therefore f0 > f1 > 0, and

p = ∫ (f0 − f1)(f0 + f1) ρ dρ > 0, so 0 < p ≤ 1 and 1/2 < q ≤ 1.

### Oscillator chain and limits

With x = (a_x + a_x†)/√2, y likewise, and circular operators a_R = (a_x − i a_y)/√2, a_L = (a_x + i a_y)/√2,

x + iy = a_R† + a_L, x − iy = a_L† + a_R, L = n_R − n_L.

The coupling is −k[(a_L† + a_R)τ + (a_R† + a_L)τ†]. Sector m contains |−⟩|n_R = n + m, n_L = n⟩ with energy m + 2n + 1 and |+⟩|n + m + 1, n⟩ with energy m + 2n + 2. On the first state a_R†τ† gives |+⟩|n + m + 1, n⟩ with factor √(n + m + 1). On that state a_L†τ gives |−⟩|n + 1 + m, n + 1⟩ with factor √(n + 1). Ordered by energy, i = 0, 1, 2, …, the matrix is tridiagonal:

H_ii = m + 1 + i,
H_(2n, 2n+1) = −k√(n + m + 1),
H_(2n+1, 2n+2) = −k√(n + 1).

The even components of the lowest eigenvector carry a² and the odd ones b².

At weak coupling, m = 0, the amplitude on i = 1 is k/1, so b² = k² = 2S at leading order and

p = 1 − 2b² = 1 − 4S, q = 1 − 2S.

At S = 10⁻⁴ the computed slopes are (1 − p)/S = 3.9984 and (1 − q)/S = 1.9992.

At strong coupling f0 and f1 approach the same packet of unit-order width at ρ = k on the lower sheet, and b² → 1/2. Split B = (h0 − kρ − E) + 2kρ. On a function shaped like the packet the first part is at most of order 1, while 2kρ ≈ 2k², so at leading order

u ≈ f1/(4kρ³) ≈ f1/(4k⁴),
p ≈ (1/(4k⁴))·2b² = 1/(4k⁴) = 1/(16S²).

The chain gives 16S²p = 1.0642, 1.0310 and 1.0152 at S = 25, 50 and 100. The excess over 1 halves as S doubles, and the extrapolation that removes a 1/S term gives 0.9995. The approach is slow: at S = 4 the table has p = 0.006630, so 16S²p = 1.70. The decay is a power law, unlike the exponential of the triplet, because the two orbital components of Ψ occupy the same trough and p measures their small imbalance. The limit q = 1/2 has an adiabatic reading. On the lower sheet the orbital state is (|−⟩ + e^(iφ)|+⟩)/√2, in which ⟨Uθ⟩ = −cos φ, and the element of −cos φ between two rotor states that differ by one unit of momentum is −1/2, against the bare −1.

The same limit gives the gap. With f ≈ g the mean centrifugal energy is [m² + (m + 1)²]/(4k²), so E(3/2) − E(1/2) ≈ (5 − 1)/(4k²) = 1/(2S) in units of ω. Uθ and Uε change j by one unit and couple the doublet to j = ±3/2, so q describes a strain splitting when the strain energy is small against this gap, a stricter condition than smallness against ω. A2 commutes with J and mixes states within a sector.

### The general relation and its failure

Now allow several e modes and nonlinear terms, keeping cubic symmetry and a real H, and assume a ground doublet of E symmetry. L is the total vibrational momentum and m its eigenvalue. With α = 2π/3, D multiplies the column (1, ±i) by e^(∓iα), and the rotation of the coordinates multiplies e^(imφ) by e^(−imα). Let Ψθ and Ψε be the real partners and

Ψ = (Ψθ − iΨε)/√2 = |−⟩χ0 + |+⟩χ1.

Ψ must acquire the factor e^(+iα) of |−⟩. In the first term this needs e^(−imα) = 1, so χ0 contains m ≡ 0 (mod 3). In the second it needs e^(−i(m+2)α) = 1, so χ1 contains m ≡ 1 (mod 3).

Let σ be the operation with D = diag(1, −1): y → −y for every mode and |ε⟩ → −|ε⟩, which exchanges |+⟩ and |−⟩. Ψθ is even and Ψε odd, so σΨ = Ψ*. Comparing the |+⟩ components of the two sides gives σχ0 = χ0*. Write χ0 = χA + iχB with real functions. Then σχA = χA and σχB = −χB. Both are invariant under the threefold rotation, which is a real operator, so χA has symmetry A1, χB has symmetry A2, and they are orthogonal. With w1 = ‖χA‖² and w = ‖χB‖², normalization gives ‖χ1‖² = 1 − w1 − w, and

p = (w1 + w) − ‖χ1‖² = 2(w1 + w) − 1,
q = ⟨Ψ|τ|Ψ*⟩ = ⟨χ0|χ0*⟩ = ∫(χA − iχB)² = w1 − w.

The element ⟨Ψ|τ†|Ψ*⟩ = ⟨χ1|χ1*⟩ vanishes because m ≡ 1 and m ≡ −1 are different classes. Subtracting,

q = (1 + p)/2 − 2w ≤ (1 + p)/2.

The relation q = (1 + p)/2 holds if and only if the doublet contains no A2 vibrational function in χ0. For one linear mode J is conserved, χ0 has m = 0, and in two dimensions such a function depends on ρ alone and is even under σ. The argument uses neither the harmonic form of H0 nor the linearity in ρ: any isotropic potential and any coupling F(ρ)(e^(−iφ)τ + e^(iφ)τ†) give w = 0 for a j = ±1/2 doublet.

**Two linear modes.** In absolute units H = Σ_i ω_i[n_i + 1 − k_i((a_iL† + a_iR)τ + h.c.)]. The total J is conserved and Lχ0 = 0, but m1 = −m2 ≠ 0 is allowed. From |−⟩|0⟩ the first-order amplitude on |+⟩|iR⟩ (one R quantum in mode i) is k_iω_i/ω_i = k_i. The state |−⟩|1R, 2L⟩ is reached at second order from |+⟩|1R⟩ through a_2L†τ, with matrix element −k2ω2 and denominator ω1 + ω2, and likewise for the mirror state:

c(1R, 2L) = k1k2ω2/(ω1 + ω2), c(1L, 2R) = k1k2ω1/(ω1 + ω2).

σ exchanges R and L, so the A2 amplitude is the difference over √2, and with k_i² = 2S_i

w = 2S1S2 [(ω2 − ω1)/(ω1 + ω2)]² (leading order).

For ω1 = ω2 the orthogonal change of variables x = (k1x1 + k2x2)/k with k² = k1² + k2², and the same for y, leaves H0 unchanged and decouples the other combination, so the problem is one mode with S = S1 + S2 and w = 0. The output has p = 0.13721 and q = 0.56861 for S1 = 0.6, S2 = 0.4, the single-mode values at S = 1. For ω2 = 3ω1 and S1 = S2 = 5·10⁻⁴ the deficit (1 + p)/2 − q is 0.9935 of the leading value 2w. For S1 = S2 = 0.5, p = 0.14117 and q = 0.55381, so (1 + p)/2 = 0.57059, the deficit is 0.01678 and w = 0.00839. The leading formula would give w = 2·0.25·0.25 = 0.125 there, about fifteen times the computed value, so it is not usable at this coupling.

**Quadratic coupling.** The pair X = x² − y², Y = −2xy has X − iY = (x + iy)², so

g[(x² − y²)Uθ − 2xy Uε] = −g[(x + iy)²τ + (x − iy)²τ†].

The factor of τ changes m by +2 ≡ −1 (mod 3), as the linear term does, so the term is cubic-invariant but breaks J. At large ρ the lower sheet goes as (1/2 − |g|)ρ², and the model is bounded for |g| < 1/2. From |−⟩|0⟩ the first-order amplitudes are k on |+⟩|n_R = 1⟩ and g√2/2 on |+⟩|n_L = 2⟩, since a_L†²|0⟩ = √2|2⟩ and the denominator is 2. At second order a_R†² takes n_R = 1 to 3 with factor √6, and a_L† takes n_L = 2 to 3 with factor √3, both with denominator 3:

c(m = +3) = kg√6/3, c(m = −3) = (g√2/2)·k√3/3 = kg√6/6.

The other second-order states in χ0 have n_R = n_L and are even under σ. The A2 amplitude is (kg√6/6)/√2, so

w = g²k²/12 (leading order in both k and g).

At k = g = 0.02 the computed deficit is 1.0020 of g²k²/6. At S = 1 and g = 0.2, p = 0.03924, q = 0.51939, the deficit is 0.00023 and w = 0.00011. The leading formula gives 0.04·2/12 = 0.0067 there, roughly sixty times more. At this point the quadratic term lowers p strongly from its linear value 0.137212, yet the relation between p and q is violated by less than 0.1 % of q. Numerical agreement with q = (1 + p)/2 at that level is therefore no evidence for linear coupling.

### Implementation

Three routes are available for one linear mode. The chain is the cheapest and reaches S = 100, but it builds in the sector structure and returns q as a², so it cannot test the relation.

The Cartesian basis |θ or ε⟩|n_x, n_y⟩, cut at a total number of quanta, assumes nothing about J and extends to several modes and to g ≠ 0. Quadratic operators are written in normal order, for example 2xy = a_x a_y + a_x†a_y† + a_x†a_y + a_y†a_x, so that products of truncated matrices equal the projected operator; L = −i(a_x†a_y − a_y†a_x). The parity under σ, which is (−1)^(Σ n_y) times +1 for θ and −1 for ε, splits H into two blocks whose lowest vectors are Ψθ and Ψε when the ground level is the doublet; equality of the two lowest energies is the check. The signs are fixed by positive amplitudes on |θ⟩|0⟩ and |ε⟩|0⟩. Then

q = −⟨Ψθ|Uθ|Ψθ⟩ = ⟨Ψε|Uθ|Ψε⟩ = ⟨Ψθ|Uε|Ψε⟩,
p = Im⟨Ψε|A2|Ψθ⟩,

the bare value of the last element being i. The function χ0 = ⟨−|Ψ⟩ is formed from the components, and w is its weight on odd Σ n_y. In every case computed, the degeneracy, the equality of the three forms of q, the threefold invariance of χ0 and q = (1 + p)/2 − 2w were tested. For one linear mode at S = 0.1, 0.5, 1, 2 and 4 the tests cover q = (1 + p)/2, p > 0, Lχ0 = 0, agreement of E and p with the chain, and the increase of E(m) for m = 0 to 3.

The radial equations can be solved on the offset grid ρ_i = (i − 1/2)h, which avoids the origin. For v_i = √ρ_i f(ρ_i) the kinetic matrix is symmetric, with diagonal 1/h² and off-diagonal −ih/(2h²√(ρ_i ρ_(i+1))), where ih is the cell edge between points i and i + 1. This route tests f0 > f1 > 0 point by point wherever the amplitude is above numerical noise.

### Worked example, E⊗e

The parameters are those of Part 1: ħω = 0.040 eV and E_JT = 0.060 eV, so S = 1.500, and the trough has radius 0.12520 Å. The Cartesian diagonalization gives a ground energy of −0.036758 eV relative to the potential at Q = 0, and

p = 0.071279, q = 0.535639,
(1 + 0.071279)/2 = 0.53564.

The radial grid gives the same energy to the digits printed, with a² = 0.53564 and b² = 0.46436, so a² equals q and a² − b² = 0.07128 equals p. The strong-coupling form 1/(16S²) = 1/36 = 0.028 is less than half of p at this coupling, and 1 − 4S is negative, so neither limit applies. The gap is E(3/2) − E(1/2) = 0.014235 eV, about a third of ħω. The leading estimate ħω/(2S) = 0.0133 eV lies near it, but this is not a sign that the limit is reached. The ratio of the gap to the estimate vanishes as S → 0. At large S, averaging 1/ρ² over a packet of variance 1/2 at ρ = k multiplies the estimate by 1 + 3/(2k²) = 1 + 3/(4S), a correction of 50 % at this coupling, so the expansion has not converged here. This correction was not tested numerically.

A perturbation δUθ or δA2 with δ = 0.002 eV splits the bare doublet by 2δ = 0.004000 eV. At first order

strain: 2qδ = 0.535639·0.004000 = 0.002143 eV,
A2: 2pδ = 0.071279·0.004000 = 0.000285 eV.

Diagonalization with the perturbation included gives 0.002131 eV (17.19 cm⁻¹) and 0.000285 eV (2.30 cm⁻¹). The small-δ slopes of the splittings under Uθ, Uε and A2 were tested against q, q and p. The first-order strain value is high by 0.000012 eV, about 0.6 % of the diagonalized splitting. The correction is of third order in δ. The rotation exp(iπJ) commutes with H and reverses Uθ, because Uθ changes j by ±1, and it multiplies Ψ and Ψ* by +i and −i, which exchanges Ψθ and Ψε up to sign; the signed splitting is therefore odd in δ. The square of δ over the gap is (0.002/0.014235)² = 0.02, which is of a suitable order, but that the j = ±3/2 level dominates the correction is a conjecture that was not separated numerically. At the same S, K(T1) = 0.105 for the triplet and p = 0.071 for the doublet. The order K > p holds at every tabulated coupling up to S = 2, where K = 0.049787 and p = 0.039547. At S = 4 it is reversed, with p = 0.006630 against K = exp(−6) = 0.002479; the crossing lies just above S = 2.5. At large S the power law 1/(16S²) keeps p above the exponential exp(−3S/2).

Calculated quantities

```
inputs: hw = 0.040 eV, E_JT = 0.060 eV, M = 20 u
inputs: lambda = 0.010 eV, delta = 0.002 eV
S = 1.500, k = 1.7321, length sqrt(hbar/M w) = 0.07229 A
force constant = 7.6552 eV/A^2, V = 0.9584 eV/A
T: rho0 = 0.12520 A, d = 0.21686 A, d^2/(4 l^2) = 2.2500
T: overlap by quadrature = 0.105399, exp(-3S/2) = 0.105399
T: S = 0.1  K(T1) diag = 0.860708  formula = 0.860708
T: S = 0.5  K(T1) diag = 0.472367  formula = 0.472367
T: S = 1.0  K(T1) diag = 0.223130  formula = 0.223130
T: S = 2.0  K(T1) diag = 0.049787  formula = 0.049787
T: S = 3.0  K(T1) diag = 0.011109  formula = 0.011109
T two modes (S=0.5,0.4; w2=3w1): K diag = 0.259240, formula = 0.259240
T: G(3S/2) = 4.5524, G(3S) = 25.8524, exp(-3S) = 0.011109
T: fa = 1.2643 1/eV, fb = 7.1799 1/eV
T: small-lambda slope/1.5 = 0.105399, curvature/0.75 = 1.2643 1/eV
T: bare splitting = 0.015000 eV, first order = 0.001581 eV
T: second-order term = 0.000095 eV, sum = 0.001676 eV
T: splitting diag = 0.001685 eV = 13.59 cm^-1
T: centroid shift diag = -0.000373 eV, formula = -0.000359 eV
E: S = 0.1  p = 0.711820  q = 0.855910  (1+p)/2 = 0.855910
E: S = 0.5  p = 0.297017  q = 0.648509  (1+p)/2 = 0.648509
E: S = 1.0  p = 0.137212  q = 0.568606  (1+p)/2 = 0.568606
E: S = 2.0  p = 0.039547  q = 0.519773  (1+p)/2 = 0.519773
E: S = 4.0  p = 0.006630  q = 0.503315  (1+p)/2 = 0.503315
E: S = 1e-4: (1-p)/S = 3.9984, (1-q)/S = 1.9992
E: 16 S^2 p at S = 25, 50, 100: 1.0642, 1.0310, 1.0152
E: extrapolated 16 S^2 p = 0.9995
E example: E(j=1/2) = -0.036758 eV, E(3/2)-E(1/2) = 0.014235 eV
E example: p = 0.071279, q = 0.535639, (1+p)/2 = 0.535639
E example radial grid: a^2 = 0.53564, b^2 = 0.46436, E = -0.036758 eV
E example: bare splitting 2 delta = 0.004000 eV
E example: Uth: 2 q delta = 0.002143 eV, diag = 0.002131 eV = 17.19 cm^-1
E example: A2: 2 p delta = 0.000285 eV, diag = 0.000285 eV = 2.30 cm^-1
quadratic S=1, g=0.2: p = 0.03924, q = 0.51939, deficit = 0.00023, w = 0.00011
quadratic k=g=0.02: deficit/(g^2 k^2/6) = 1.0020
two modes S=0.5,0.5, w2=3w1: p = 0.14117, q = 0.55381
two modes: deficit = 0.01678, w = 0.00839
two modes S=5e-4 each: deficit/leading formula = 0.9935
equal frequencies S=0.6,0.4: p = 0.13721, q = 0.56861
```
